# Interface Optical Phonon Frequency Between Silicon and a One-Mode Polar Oxide

A calculation of remote-phonon scattering in a silicon channel must assign an energy to the phonon that an electron absorbs or emits. This energy sets the electron's final energy and, at a given temperature, the thermal occupation of the phonon. The bulk oxide offers two candidates, its transverse optical (TO) and longitudinal optical (LO) energies, but neither is the right choice for an electron on the silicon side of the boundary. The relevant vibration belongs to the interface, and its frequency depends on both materials.

Let silicon fill $z<0$ and the oxide fill $z>0$, with a sharp, flat boundary at $z=0$. Both media are isotropic and respond locally, so the displacement field at a point depends on the electric field at that point. There is no free charge, and damping is left out at first. The two atoms in silicon's primitive cell are identical, and their relative displacement produces no dipole moment to first order. At phonon frequencies, far below the electronic gap, silicon is therefore described by a real constant relative permittivity $\epsilon_{\rm Si}$.

The oxide has one polar vibration. Let $\mathbf u$ be the relative displacement of its ions, multiplied by the square root of the reduced mass density. The energy density

$$
U=\tfrac12\omega_{\rm TO}^2u^2-b\,\mathbf u\cdot\mathbf E-\tfrac12\epsilon_0(\epsilon_\infty-1)E^2
$$

contains a spring energy, the coupling of the ionic dipoles to the macroscopic field $\mathbf E$, and the electronic polarization energy. Here $\epsilon_0$ is the vacuum permittivity and $\epsilon_\infty$ is the oxide's relative permittivity well above its phonon frequency but below its electronic transitions. The force is $-\partial U/\partial\mathbf u$ and the polarization is $-\partial U/\partial\mathbf E$, so the same coefficient $b$ enters both equations:

$$
\ddot{\mathbf u}=-\omega_{\rm TO}^2\mathbf u+b\mathbf E,\qquad
\mathbf P=b\mathbf u+\epsilon_0(\epsilon_\infty-1)\mathbf E .
$$

For fields varying as $e^{-i\omega t}$, the left side of the first equation is $-\omega^2\mathbf u$. Hence $\mathbf u=b\mathbf E/(\omega_{\rm TO}^2-\omega^2)$ when $\omega\ne\omega_{\rm TO}$. Inserting this into $\mathbf D=\epsilon_0\mathbf E+\mathbf P=\epsilon_0\epsilon(\omega)\mathbf E$ gives

$$
\epsilon(\omega)=\epsilon_\infty+\frac{b^2}{\epsilon_0(\omega_{\rm TO}^2-\omega^2)} .
$$

At $\omega=0$ this must equal the static relative permittivity $\epsilon_s$, which fixes $b^2=\epsilon_0(\epsilon_s-\epsilon_\infty)\omega_{\rm TO}^2$. With a common denominator, the terms $\pm\epsilon_\infty\omega_{\rm TO}^2$ cancel, leaving

$$
\epsilon(\omega)=\frac{\epsilon_s\omega_{\rm TO}^2-\epsilon_\infty\omega^2}{\omega_{\rm TO}^2-\omega^2}
=\epsilon_\infty\frac{\omega_{\rm LO}^2-\omega^2}{\omega_{\rm TO}^2-\omega^2},
\qquad
\omega_{\rm LO}^2=\frac{\epsilon_s}{\epsilon_\infty}\,\omega_{\rm TO}^2 .
$$

The zero of $\epsilon$ is the bulk LO frequency, because a longitudinal field can then exist with $\mathbf D=0$. Since $\epsilon_s>\epsilon_\infty$, it lies above $\omega_{\rm TO}$.

In the quasistatic approximation the magnetic induction term is dropped, so $\nabla\times\mathbf E=0$ and $\mathbf E=-\nabla\phi$. This requires an in-plane wavevector $q$ much larger than $\sqrt{\epsilon_{\rm Si}}\,\omega/c$, where $c$ is the speed of light in vacuum. The local description also requires $q$ to be much smaller than the inverse lattice spacing. At the value $q=5\times10^8\ {\rm m}^{-1}$ used below, the product of $q$ and silicon's lattice constant, 0.543 nm, is 0.27, so the local description is only approximate there. Take the $x$ axis along the wavevector, with $q>0$, and write $\phi=f(z)e^{iqx-i\omega t}$. Without free charge, $\nabla\cdot\mathbf D=0$, so within the oxide

$$
\epsilon(\omega)\nabla^2\phi=0 .
$$

Either $\epsilon(\omega)=0$, which is the bulk LO case, or $\nabla^2\phi=0$. The second case gives $f''=q^2f$. Silicon obeys the same equation because $\epsilon_{\rm Si}\ne0$. Of the solutions $e^{\pm qz}$, each side keeps the one that decays away from the boundary:

$$
f(z)=A e^{qz}\quad(z<0),\qquad f(z)=B e^{-qz}\quad(z>0).
$$

The tangential field is $E_x=-iq\phi$. It is continuous because $\nabla\times\mathbf E=0$, and since $q\neq0$ this gives $A=B$. The normal displacement is $D_z=-\epsilon_0\epsilon_j\,\partial\phi/\partial z$ in medium $j$. The derivative at the boundary is $+qA$ on the silicon side and $-qB$ on the oxide side. With no free interface charge, $D_z$ is continuous:

$$
-\epsilon_0\epsilon_{\rm Si}qA=+\epsilon_0\epsilon(\omega)qB .
$$

Using $A=B\neq0$ and dividing by $\epsilon_0qA$ gives the condition for a field that sustains itself,

$$
\epsilon(\omega)+\epsilon_{\rm Si}=0 .
$$

The oxide permittivity must therefore be negative, which happens between $\omega_{\rm TO}$ and $\omega_{\rm LO}$. Multiplication by $\omega_{\rm TO}^2-\omega^2$ gives

$$
\epsilon_s\omega_{\rm TO}^2-\epsilon_\infty\omega^2+\epsilon_{\rm Si}\omega_{\rm TO}^2-\epsilon_{\rm Si}\omega^2=0 .
$$

This step adds no false root: at $\omega=\omega_{\rm TO}$ the left side equals $(\epsilon_s-\epsilon_\infty)\omega_{\rm TO}^2$, which is not zero. Collecting the terms in $\omega^2$ yields the interface frequency

$$
\boxed{\omega_{\rm SO}^2=\omega_{\rm TO}^2\,
\frac{\epsilon_s+\epsilon_{\rm Si}}{\epsilon_\infty+\epsilon_{\rm Si}}}
$$

where SO stands for surface optical. The frequency does not depend on $q$, because in the quasistatic approximation, where the speed of light does not appear, two half-spaces with local response supply no length with which $q$ could be compared.

The bulk modes can now be ruled out as sources of a field in the channel. At $\omega=\omega_{\rm TO}$ the equation of motion requires $b\mathbf E=0$ in the oxide. Then $E_x=-iq\phi=0$ there, the potential vanishes at the boundary, and $A=0$. At $\omega=\omega_{\rm LO}$, $\mathbf D=0$ in the oxide, so continuity of $D_z$ again gives $A=0$. In this model the interface mode is thus the one oxide vibration whose potential enters silicon, and its energy is the one to use in the scattering rate.

Replacing $\epsilon_s\omega_{\rm TO}^2$ by $\epsilon_\infty\omega_{\rm LO}^2$ turns the result into a weighted mean of squares:

$$
\omega_{\rm SO}^2=
\frac{\epsilon_\infty\omega_{\rm LO}^2+\epsilon_{\rm Si}\omega_{\rm TO}^2}
{\epsilon_\infty+\epsilon_{\rm Si}} .
$$

Both weights are positive, so $\omega_{\rm TO}<\omega_{\rm SO}<\omega_{\rm LO}$. As $\epsilon_{\rm Si}\to0$ the frequency approaches $\omega_{\rm LO}$, and as $\epsilon_{\rm Si}\to\infty$ it approaches $\omega_{\rm TO}$.

The reason is visible in the force on the ions. At the interface frequency, $\epsilon(\omega)=-\epsilon_{\rm Si}$ means that $b^2/[\epsilon_0(\omega_{\rm TO}^2-\omega_{\rm SO}^2)]=-(\epsilon_\infty+\epsilon_{\rm Si})$. Since $\mathbf E=(\omega_{\rm TO}^2-\omega_{\rm SO}^2)\mathbf u/b$, it follows that

$$
\mathbf E=-\frac{b\,\mathbf u}{\epsilon_0(\epsilon_\infty+\epsilon_{\rm Si})},
\qquad
\omega_{\rm SO}^2=\omega_{\rm TO}^2+\frac{b^2}{\epsilon_0(\epsilon_\infty+\epsilon_{\rm Si})} .
$$

The field opposes the displacement and stiffens the vibration. In the bulk LO mode, $\epsilon_\infty$ alone stands in the denominator. At the interface the field also extends into the neighbouring half-space, which adds $\epsilon_{\rm Si}$ to the denominator and weakens the restoring field. Vacuum there would add only 1; the further lowering comes from silicon's electrons, which screen the interface polarization charge.

For a numerical case take the round model values $\epsilon_s=20$, $\epsilon_\infty=5$, $\epsilon_{\rm Si}=12$ and $\hbar\omega_{\rm TO}=40$ meV. They do not describe a particular oxide. The two energies are

$$
\hbar\omega_{\rm LO}=40\sqrt{\frac{20}{5}}=80\ {\rm meV},\qquad
\hbar\omega_{\rm SO}=40\sqrt{\frac{20+12}{5+12}}=54.88\ {\rm meV}.
$$

The interface energy corresponds to 442.6 cm$^{-1}$ or 13.27 THz. Using the LO energy in its place would overestimate the exchanged energy by about 46% of the interface value. In the weighted mean, the LO square has weight $5/17=0.294$, so the result lies nearer the TO end. Against vacuum, with relative permittivity 1, the same oxide would have an interface energy of $40\sqrt{21/6}=74.83$ meV. A surface phonon energy found for a free oxide surface therefore cannot be carried over unchanged to a boundary with silicon.

The result can be checked without using $\epsilon(\omega)$ or the condition $\epsilon+\epsilon_{\rm Si}=0$. The oscillator equation and Gauss's law in the oxide are

$$
\omega^2\mathbf u=\omega_{\rm TO}^2\mathbf u+b\nabla\phi,\qquad
\nabla\cdot(\epsilon_0\epsilon_\infty\nabla\phi)=b\,\nabla\cdot\mathbf u .
$$

In silicon there is no $\mathbf u$, and $\epsilon_{\rm Si}$ replaces $\epsilon_\infty$. Dividing both media into thin layers, solving for $\phi$ in terms of the oscillator displacements and substituting it into the first equation gives a matrix whose eigenvalues are $\omega^2$. Its spectrum contains a TO group, an LO group and one mode between them, at 54.882 meV. The difference from the formula is about 4 parts in $10^5$ of the interface energy, within the tolerance of 2 parts in $10^4$ allowed for the layer discretization.

The fields of this mode also agree with the derivation. The ratio of normal electric fields, oxide to silicon, is $-1.0005$, while the ratio of normal displacements is $1.0002$. The normal field reverses at the boundary and the normal displacement continues through it. The ratio $D_z/(\epsilon_0E_z)$ in the oxide is $-11.997$, against the required $-12$. Repeating the diagonalization with neighbour permittivities from 0.01 to 10,000 tests the fall of the frequency from near the LO value to near the TO value.

The electron feels the potential, which falls as $e^{-q|z|}$ in silicon. For $q=5\times10^8\ {\rm m}^{-1}$ and a depth of 1 nm, $q|z|=0.5$, and the potential is $e^{-0.5}=0.607$ of its interface value. Phonons of larger $q$ reach less deeply into the channel, although their frequency is the same in this half-space model.

The error of the quasistatic step follows from the full Maxwell equations. The relevant wave has its magnetic field along $y$. Continuity of $H_y$ gives it the same amplitude on both sides, and it decays as $e^{-\kappa_j|z|}$ with

$$
\kappa_j^2=q^2-\epsilon_j\omega^2/c^2 .
$$

The $x$ component of $\nabla\times\mathbf H=-i\omega\mathbf D$ is $-\partial_zH_y=-i\omega\epsilon_0\epsilon_jE_x$, so $E_x=\partial_zH_y/(i\omega\epsilon_0\epsilon_j)$. The derivative brings down $+\kappa_{\rm Si}$ in silicon and $-\kappa_{\rm ox}$ in the oxide. Continuity of $E_x$ then requires

$$
\frac{\kappa_{\rm Si}}{\epsilon_{\rm Si}}=-\frac{\kappa_{\rm ox}}{\epsilon}
\quad\Longrightarrow\quad
\frac{\epsilon}{\kappa_{\rm ox}}+\frac{\epsilon_{\rm Si}}{\kappa_{\rm Si}}=0 .
$$

For large $q$ both decay constants tend to $q$, and the quasistatic condition returns. To find the correction, square the relation $\epsilon\kappa_{\rm Si}=-\epsilon_{\rm Si}\kappa_{\rm ox}$ and insert the decay constants:

$$
\epsilon^2\left(q^2-\epsilon_{\rm Si}\frac{\omega^2}{c^2}\right)
=\epsilon_{\rm Si}^2\left(q^2-\epsilon\frac{\omega^2}{c^2}\right).
$$

Moving the $q^2$ terms to the left gives $q^2(\epsilon^2-\epsilon_{\rm Si}^2)=(\omega^2/c^2)\,\epsilon\,\epsilon_{\rm Si}(\epsilon-\epsilon_{\rm Si})$. Since $\epsilon$ is negative, $\epsilon-\epsilon_{\rm Si}$ is not zero and can be divided out:

$$
\epsilon+\epsilon_{\rm Si}=\frac{\omega^2}{c^2q^2}\,\epsilon\,\epsilon_{\rm Si}
\simeq-\epsilon_{\rm Si}^2\left(\frac{\omega_{\rm SO}}{cq}\right)^2 .
$$

The last form is the leading order, with the quasistatic values inserted on the right. To the same order, the left side is $\delta(\omega^2)$ times the slope of $\epsilon$ with respect to $\omega^2$. Using $\omega_{\rm SO}^2-\omega_{\rm TO}^2=\omega_{\rm TO}^2(\epsilon_s-\epsilon_\infty)/(\epsilon_\infty+\epsilon_{\rm Si})$, this slope is

$$
\frac{d\epsilon}{d(\omega^2)}
=\frac{(\epsilon_s-\epsilon_\infty)\omega_{\rm TO}^2}{(\omega_{\rm TO}^2-\omega_{\rm SO}^2)^2}
=\frac{(\epsilon_\infty+\epsilon_{\rm Si})^2}{(\epsilon_s-\epsilon_\infty)\omega_{\rm TO}^2},
$$

and therefore

$$
\delta(\omega^2)\simeq-\epsilon_{\rm Si}^2\left(\frac{\omega_{\rm SO}}{cq}\right)^2
\frac{(\epsilon_s-\epsilon_\infty)\omega_{\rm TO}^2}{(\epsilon_\infty+\epsilon_{\rm Si})^2},
\qquad
\delta\omega\simeq\frac{\delta(\omega^2)}{2\omega_{\rm SO}} .
$$

At $q=5\times10^8\ {\rm m}^{-1}$ the energy shift is $-3.4\times10^{-5}$ meV, both from this expression and from a numerical solution of the full boundary condition. The scale for failure is the light line of silicon, $q=\sqrt{\epsilon_{\rm Si}}\,\omega_{\rm SO}/c=9.63\times10^5\ {\rm m}^{-1}$. At $10^7\ {\rm m}^{-1}$ the energy is 54.80 meV, still within 0.2% of the quasistatic value. At $2\times10^6\ {\rm m}^{-1}$, about twice the light-line value, it has dropped to 52.76 meV, or by 3.9%.

A thin oxide is a more serious departure in this example. Let the oxide end at $z=t$ on an ideal metal gate, which holds $\phi=0$ there. The oxide solution that vanishes at the gate and equals $A$ at the silicon boundary is

$$
f(z)=A\,\frac{\sinh[q(t-z)]}{\sinh(qt)},\qquad f'(0^+)=-qA\coth(qt).
$$

Continuity of $D_z$ becomes $-\epsilon_{\rm Si}qA=\epsilon(\omega)qA\coth(qt)$, so $\epsilon(\omega)\coth(qt)+\epsilon_{\rm Si}=0$. Multiplying by $\omega_{\rm TO}^2-\omega^2$ and collecting terms as before gives

$$
\omega^2(q)=\omega_{\rm TO}^2\,
\frac{\epsilon_s\coth(qt)+\epsilon_{\rm Si}}{\epsilon_\infty\coth(qt)+\epsilon_{\rm Si}} .
$$

Division of numerator and denominator by $\coth(qt)$ shows that the gate replaces $\epsilon_{\rm Si}$ by the smaller quantity $\epsilon_{\rm Si}\tanh(qt)$. The frequency therefore rises, towards $\omega_{\rm LO}$ as $qt\to0$, and returns to the half-space value for $qt\gg1$. For $t=2$ nm and $q=5\times10^8\ {\rm m}^{-1}$, $qt=1$ and $\coth(1)=1.313$, so

$$
\hbar\omega=40\sqrt{\frac{20(1.313)+12}{5(1.313)+12}}=57.42\ {\rm meV}.
$$

The layered-oscillator calculation gives the same value to these digits. The increase of 2.54 meV is 4.6% of the half-space energy. For a film this thin, the half-space energy is not adequate if an error of that size matters. The formula itself holds only for an ideal gate. A real metal screens over a finite length $\lambda$. In a Thomas-Fermi description with unit background permittivity, the potential decays into the gate with the constant $\sqrt{q^2+\lambda^{-2}}$, so the gate acts as a medium of permittivity $\epsilon_m=\sqrt{q^2+\lambda^{-2}}/q$. Matching $\phi$ and $D_z$ at both boundaries gives $(\epsilon^2+\epsilon_{\rm Si}\epsilon_m)\tanh(qt)+\epsilon(\epsilon_{\rm Si}+\epsilon_m)=0$. This has two roots, and one of them tends to the ideal-gate result as $\epsilon_m\to\infty$. For $\lambda=0.05$ nm, $\epsilon_m\approx40$ and the two modes lie at about 58.8 and 44.4 meV, so the ideal gate understates the rise and omits a second branch.

Damping can be added by a friction term $-\gamma\dot{\mathbf u}$ in the equation of motion, which becomes $+i\gamma\omega\mathbf u$. Every $\omega^2$ in $\epsilon(\omega)$ is then replaced by $\omega^2+i\gamma\omega$, and the half-space condition gives $\omega^2+i\gamma\omega=\omega_{\rm SO}^2$. For $\gamma<2\omega_{\rm SO}$ its solution with positive real part is

$$
\omega=\sqrt{\omega_{\rm SO}^2-\gamma^2/4}-\frac{i\gamma}{2} .
$$

The amplitude decays at the rate $\gamma/2$, and for weak damping the frequency changes only in second order in $\gamma$.

Other departures change the condition itself. Mobile carriers in the channel make the silicon response depend on frequency and wavevector. Once their plasma energy is comparable to the phonon energy, $\epsilon_{\rm Si}$ can no longer be treated as a constant when solving for $\omega$. For a bulk electron density of $10^{25}\ {\rm m}^{-3}$ and an effective mass of 0.26 electron masses, the plasma energy in silicon is about 66 meV, which is comparable to the phonon energy. This bulk value only sets a scale: an inversion layer is two-dimensional, and its plasma energy depends on the sheet density, the in-plane mass and $q$. The boxed formula should not be relied on in a strongly inverted channel. A second polar vibration in the oxide adds another pole to $\epsilon(\omega)$, and the equation for $\omega^2$ becomes quadratic. An intermediate layer between silicon and the oxide adds a second boundary and a thickness, so the potential must be matched at both boundaries. In each case the continuity of $\phi$ and $D_z$ remains the starting point, but the boxed formula no longer follows from it. The main numerical values are collected in the output below.

## Computed results

```
Oxide static relative permittivity: 20.0 (dimensionless)
Oxide high-frequency permittivity: 5.0 (dimensionless)
Silicon relative permittivity: 12.0 (dimensionless)
TO phonon energy: 40.000 meV
LO phonon energy: 80.000 meV
Weight of LO square in mean: 0.2941 (dimensionless)
Interface phonon energy, formula: 54.880 meV
Interface phonon energy, lattice: 54.882 meV
Interface wavenumber: 442.63 cm^-1
Interface frequency: 13.270 THz
Oxide-vacuum interface energy: 74.833 meV
Oxide permittivity at formula energy: -12.0000
Oxide permittivity from lattice mode: -11.9971
Normal E, oxide/silicon, lattice: -1.0005
Normal D, oxide/silicon, lattice: 1.0002
Example wavevector: 5.00e+08 m^-1
Depth in silicon: 1.0 nm
Potential at depth / interface, formula: 0.6065
Potential at depth / interface, lattice: 0.6065
Silicon light-line wavevector at SO: 9.634e+05 m^-1
Retarded energy at q=2.0e+06 m^-1: 52.760 meV
Retarded energy at q=1.0e+07 m^-1: 54.795 meV
Retardation shift at example q: -3.371e-05 meV
Shift from leading correction: -3.371e-05 meV
Gated oxide thickness: 2.0 nm
Product q times thickness: 1.000 (dimensionless)
Gated-oxide interface energy, formula: 57.423 meV
Gated-oxide interface energy, lattice: 57.423 meV
```
